# Why a sharp silicon oxidation front needs neighbour-dependent reaction rates

**Question.** Thermal oxidation of silicon consumes tens of atomic layers by random reaction events, yet the boundary between silicon and oxide can stay about as thin as an atomic layer. Why can't the columns of silicon atoms oxidize independently, and what kind of correlation keeps the front sharp?

**Answer.**

## The mechanism: a lone column does not know where the front is

Divide a Si(001) surface into $M$ columns, each one surface atom wide. Let $h_i$ be the number of silicon layers consumed in column $i$, and $\bar h$ its average over columns. The width of the front is

$$W^2=\frac1M\sum_i (h_i-\bar h)^2 ,$$

so $W$ is an rms depth in layers. The surface starts flat, and $n$ denotes the mean number of layers consumed.

Suppose first that every column reacts at the same constant rate $r$, whatever the others do. The probability $P_k$ that a column has lost $k$ layers obeys

$$\frac{dP_k}{dt}=rP_{k-1}-rP_k .$$

Its solution is the Poisson law with mean $n=rt$. The variance follows directly. An event changes $h$ by 1 and $h^2$ by $2h+1$, so

$$\frac{d\langle h\rangle}{dt}=r,\qquad \frac{d\langle h^2\rangle}{dt}=r(2\langle h\rangle+1),$$

$$\frac{d}{dt}\left(\langle h^2\rangle-\langle h\rangle^2\right)=r(2\langle h\rangle+1)-2\langle h\rangle r=r .$$

The variance is therefore $rt=n$, and on a large area $W=\sqrt n$. A column that has run ahead by chance is as likely to react next as one that lags. Nothing removes its lead, and new chance leads are added to old ones.

More regular clocks do not cure this. Let each layer need $m$ sequential random steps of equal mean duration, and take the mean time per layer as the unit of time. One exponential step has mean $1/m$ and variance $1/m^2$, so a layer takes a time of variance $m\cdot 1/m^2=1/m$. After $n$ layers the elapsed time has variance $n/m$. At one layer per unit time this is also the variance of depth, for large $n$. The coefficient is smaller, but the square-root law remains. A simulation with $m=4$ gave a variance of $0.252\,n$.

Nor is it enough that events be correlated in space. Let square patches of $2\times2$ columns react together, at places chosen without regard to depth. Each column belongs to four possible patches, each firing at rate $r/4$. Its depth is a sum of four independent Poisson numbers of mean $n/4$, which is again Poisson with variance $n$. Adjacent columns share two of their four patches, so their depths have correlation $1/2$. The simulation gave a correlation of 0.49 and a variance of $0.98\,n$: correlated events, and a front just as wide.

## The formula: those ahead must react more slowly

Now let column $i$ react at any rate $r_i$, which may depend on all the depths, with one column advancing per event. Write $W^2=\frac1M\sum_i h_i^2-\bar h^2$. An event in column $i$ raises $\bar h$ by $1/M$, so

$$\Delta W^2=\frac{2h_i+1}{M}-\left(\frac{2\bar h}{M}+\frac1{M^2}\right)=\frac{2(h_i-\bar h)}{M}+\frac1M\left(1-\frac1M\right).$$

Multiply by $r_i$ and sum over columns to obtain the expected change per unit time. With $\bar r$ the mean rate, layers are consumed at $dn/dt=\bar r$. Dividing by $\bar r$ gives

$$\frac{dW^2}{dn}=1-\frac1M+2\,\mathrm{cov}(h,\rho),\qquad \rho_i=\frac{r_i}{\bar r},$$

where $\mathrm{cov}(h,\rho)=\frac1M\sum_i(h_i-\bar h)\rho_i$. The term 1 is the roughening caused by discrete random events. If all columns have the same constant rate, the covariance is zero and $W^2=n$ returns for large $M$. The regular clocks above have a negative covariance even though each column ignores the others, because a column that has just reacted must first pass through its waiting steps. Their law $W^2=n/m$ corresponds to $\mathrm{cov}(h,\rho)=-\frac12(1-1/m)$. A steady width on a large area requires

$$\mathrm{cov}(h,\rho)=-\tfrac12 .$$

This has two consequences. The regression slope of relative rate on lead is the covariance divided by the variance of $h$:

$$\text{slope}=-\frac{1}{2W^2}\ \text{per layer}.$$

Also, the Cauchy–Schwarz inequality gives $|\mathrm{cov}(h,\rho)|\le W s$, where $s$ is the rms spread of the relative rates. Hence

$$s\ge\frac1{2W}.$$

A sharper front demands stronger discrimination between columns. For $W=1$ layer, the rate must fall on average by 50 % of its mean per layer of lead, and the rates must differ by at least 0.50 rms.

## Can a column's own oxide supply the feedback?

A column that is ahead carries more oxide, through which the oxidant must diffuse. This feedback exists even for independent columns. Let the rate be a smooth function $r(h)$ of the column's own depth. For small fluctuations, $r(h)\approx r(n)+r'(n)(h-n)$, so $\mathrm{cov}(h,\rho)\approx (r'/r)\sigma^2$, where $\sigma^2$ is the variance. For large $M$ the balance becomes

$$\frac{d\sigma^2}{dn}=1+2\,\frac{r'(n)}{r(n)}\,\sigma^2 .$$

Put $\sigma^2=r^2y$. The left side is $2rr'y+r^2y'$, and the last term on the right is $2rr'y$. They cancel to leave $y'=1/r^2$. With $\sigma=0$ at the start,

$$\sigma^2=r(n)^2\int_0^n\frac{dh}{r(h)^2}.$$

For steady diffusion through oxide of thickness $x$, the flux $D(C^*-c)/x$ equals the reaction flux $kc$. Here $C^*$ and $c$ are the oxidant concentrations at the outer surface and at the silicon. With $\ell=D/k$ this gives $c=C^*\ell/(\ell+x)$. If one silicon layer makes an oxide thickness $b$, then $x=bh$ and $r\propto1/(s_0+h)$ with $s_0=\ell/b$. The integral gives

$$\sigma^2=\frac{(s_0+n)^3-s_0^3}{3(s_0+n)^2}.$$

When reaction controls the rate, $s_0\gg n$ and $\sigma^2\to n$. When diffusion controls it, $s_0\ll n$ and $\sigma^2\to n/3$. Even then the width grows as $\sqrt n$, because the relative slope $r'/r=-1/n$ fades as the oxide thickens.

There is an exception to the claim that independence must broaden the front. If $r\propto e^{-h/\lambda}$, the integral is $\frac\lambda2(e^{2n/\lambda}-1)$, so

$$\sigma^2=\frac\lambda2\left(1-e^{-2n/\lambda}\right),$$

which is bounded. The price is that growth nearly stops once $n$ exceeds several $\lambda$. Independent columns can stay together by all coming almost to rest.

## Can diffusion shared between columns do it?

Oxidant also spreads sideways in the oxide, which couples the columns. Take the outer surface at $z=0$ and the silicon at $z=H+\delta\cos qy$, with small $\delta$ and uniform $D$ and $k$. In quasi-steady diffusion the concentration obeys Laplace's equation, with $c=C^*$ at $z=0$ and $\ell\,\partial_z c+c=0$ at the silicon, to first order in $\delta$. The flat solution is $c_0=C^*[1-z/(\ell+H)]$. Add $A\sinh(qz)\cos qy$, which vanishes at $z=0$. Since $c_0''=0$, the first-order boundary condition is

$$\ell qA\cosh qH+c_0'\delta+A\sinh qH=0 .$$

The change of concentration at the displaced interface is $c_0'\delta+A\sinh qH$, which by this condition equals $-\ell qA\cosh qH$. Inserting $c_0'=-C^*/(\ell+H)$ gives

$$A=\frac{C^*\delta}{(\ell+H)(q\ell\cosh qH+\sinh qH)} .$$

Divide the change by the flat value $c_0(H)=C^*\ell/(\ell+H)$. The relative change of rate is

$$\frac{\delta r}{r}=-\frac{q}{q\ell+\tanh qH}\,\delta .$$

For long waves, $\tanh qH\approx qH$ and the coefficient is $1/(\ell+H)$, the result for separate columns. Since $\tanh qH\ge0$, it never exceeds $1/\ell$. For gentle corrugations, $q\delta\ll1$, shared diffusion is therefore a weak smoother whenever $\ell$ is many layers long. Atomic steps lie outside this regime. With columns 0.384 nm wide and $q=\pi/0.384$ nm$^{-1}$, an amplitude of one layer already gives $q\delta\approx1$, and continuum diffusion is no longer strictly valid. The first-order formula also leaves out the side walls of steps. A column one layer behind its four neighbours exposes a side area of $4\times0.136/0.384\approx1.4$ times its top. If that area reacts with the same $k$, the lagging column is consumed much faster. This is a coupling between neighbours through the interface reaction, of the kind treated next, and the bound $1/\ell$ does not cover it.

## What coupling between neighbours achieves

Another possible source is the interface reaction itself: its rate at one site may depend on whether neighbouring sites have been consumed. A plausible cause is that a silicon atom left protruding into the oxide has fewer silicon neighbours and more reactive bonds. This is a conjecture about the chemistry; the models below test its consequence for the width.

For weak coupling on a square lattice, let

$$\rho_i=1+\kappa\sum_{j}(h_j-h_i),$$

with the sum over four nearest neighbours. A column that leads its neighbours slows down. Let $S_q$ be the mean squared amplitude of the depth wave with wavevector $(q_x,q_y)$, normalized so that $W^2$ is the average of $S_q$ over wavevectors. The coupling damps the amplitude at the rate $\kappa\Lambda$ per layer, with $\Lambda=4-2\cos q_x-2\cos q_y$. Random unit events add 1 per layer to $S_q$. Thus

$$\frac{dS_q}{dn}=1-2\kappa\Lambda S_q,\qquad S_q=\frac{1-e^{-2\kappa\Lambda n}}{2\kappa\Lambda},\qquad \frac{dS_q}{dn}=e^{-2\kappa\Lambda n}.$$

The last exponential factorizes into $x$ and $y$ parts. The average of $e^{u\cos q}$ over $q$ is the modified Bessel function $I_0(u)$, so on a large area

$$\frac{dW^2}{dn}=\left[e^{-4\kappa n}I_0(4\kappa n)\right]^2 .$$

It starts at 1, as for independent columns. For large $u$, $I_0(u)\approx e^u/\sqrt{2\pi u}$, so it falls to $1/(8\pi\kappa n)$. Hence $W^2$ grows as $\ln n/(8\pi\kappa)$ plus a constant. In this model local coupling does not strictly bound the width of an infinite front, but it replaces $\sqrt n$ by the square root of a logarithm. The formula holds while negative rates are rare.

For strong coupling, let each oxidant arrive at a random column and consume the least-consumed column among that one and its four neighbours. If the column of arrival is itself among the least consumed, it reacts; a tie among lower neighbours is broken at random. A lagging site then collects events that would have fallen on its neighbours.

## The number: 10 nm of dry oxide

Take a dry oxide grown on Si(001) near 1000 °C, with a rough density of 2.2 g/cm³. The ratio of silicon atoms per volume in oxide and crystal is 0.442, so 10.0 nm of oxide consumes 4.42 nm of silicon. The layer spacing is 0.1358 nm:

$$n=\frac{4.42}{0.1358}\approx32.5 .$$

Independent columns at constant rate would give

$$W=\sqrt{32.5}=5.70\ \text{layers},$$

or 0.77 nm. The central 80 % of the columns would span about 15 layers.

A good thermal interface has a width of roughly one or two layers, so take $W=1$ as the target. The feedback needed is then 50 % per layer of lead. Each silicon layer makes $b=0.308$ nm of oxide, and $\ell$ is of order 100 nm; we take 80 nm. A larger $\ell$ would make the diffusion feedback weaker still. With these values the available feedback is as follows.

- A column's own oxide, at the final thickness: $0.308/(80+10)=0.34$ % per layer.
- Shared diffusion, to first order in $q\delta$ and counting a one-layer lead as the full 0.308 nm: at most $0.308/80=0.38$ %. For a pit one column wide and of that depth with reacting side walls, the concentration at its floor drops by about 2 % instead.
- Thin dry oxides grow faster at first, with an excess that decays over roughly 7 nm. If each column followed this law for itself, the feedback would be at most $0.308/7=4.4$ %. Fits to such data also contain a faster term that decays over about 1 nm. It gives a stronger feedback in the first few nanometres only, and even with a very large amplitude it leaves the final width near 3 layers.

Own-oxide diffusion alone lowers the width from 5.70 to 5.39 layers. Granting the last two effects their upper limits together, 4.8 % per layer, corresponds to $\lambda=1/0.048\approx21$ layers. The exponential formula then gives 3.16 layers (about 3.2 for the discrete process), still three times the target. This estimate leaves out reaction at the side walls of steps.

Independence could reach the target in other ways, at a cost. The law $W^2=n/m$ suggests 33 equal sequential steps per layer for regular clocks. Counting depth in whole layers adds about $1/12$ to the variance, so 36 steps are needed. Exponential self-limitation would need $\lambda/2=1$, so $\lambda=2$ layers, and a slowdown of order $e^{32.5/2}\sim10^7$ by the end. That is an order-of-magnitude estimate, because the small-fluctuation formula is stretched at so short a $\lambda$.

Neighbour coupling can narrow the front without slowing its mean advance. Its strength is assumed here, not derived. With $\kappa=0.05$ per layer, a column one layer ahead of all four neighbours reacts $4\kappa=20$ % more slowly, and formula and simulation both give 2.03 layers; only 0.01 % of the simulated rates had to be cut off at zero. At one hundred times the depth, with $\kappa$ unchanged, the formula gives 2.80 layers, against 57 for independent columns.

The strong rule, run once on 4096 columns, gives 0.68 layers, or 0.092 nm, as the rms over the second half of the growth. The value shifts by up to 0.03 layers with the random sequence and the lattice size, so it should be read as about 0.7. The covariance of depth and relative rate, averaged over the run, was $-0.496$. The balance equation with the final width predicts $-0.493$; the two agree to within 1 %. The relative spread of rates was 1.13, above the bound $1/(2\times0.68)=0.74$.

## How this bears on a real interface

These widths refer to the atomic scale. Independent columns are uncorrelated sideways, so a probe that averages over a 2 nm square, which holds 27 columns, would report only $5.70/\sqrt{27}\approx1.1$ layers. A small roughness measured by such a probe would not by itself rule out independent oxidation; evidence of atomic-scale abruptness is needed.

Real wafers break several assumptions. They do not start flat, but an initial roughness of one layer, independent of the later events, adds in quadrature and raises 5.70 only to $\sqrt{32.5+1}\approx5.8$. The constant rate matters more: thickness-dependent kinetics could lower the independent-column width to about 3 layers, within the estimate above. The square lattice without overhangs simplifies the bonding, and the neighbour rules are not computed reaction barriers. The widths 2.03 and 0.68 therefore show what such coupling can do; they do not predict a particular oxide.

In the coupled models, over the depths computed here, the front stays sharp while it keeps moving because a reaction at one site changes the odds at the next, in favour of the silicon left behind. Whether this coupling, or another process such as rearrangement of atoms after they react, keeps a real oxide interface sharp is not settled by these models. The values used here are listed in the numerical output.

## Numbers as computed

```
oxide thickness: 10.0 nm
oxide density (rough): 2.2 g/cm3
D/k (rough): 80 nm
thin-oxide decay length (rough): 7 nm
silicon lattice parameter: 0.5431 nm
Si(001) layer spacing: 0.1358 nm
surface atoms per area: 6.78 per nm2
silicon consumed / oxide grown: 0.442
silicon consumed: 4.42 nm
layers consumed n: 32.5
oxide grown per silicon layer: 0.308 nm
independent columns, rms width: 5.70 layers
independent columns, rms width: 0.77 nm
independent columns, 10-90 % width: 15 layers
columns in a 2 nm square patch: 27
rms after patch averaging: 1.09 layers
variance/n, 2x2 patches blind to depth: 0.981
neighbour depth correlation, 2x2 patches: 0.49
variance/n, 4 substeps per layer: 0.252
variance/mean, parabolic own-oxide feedback: 0.335
target rms width: 1.0 layer
substeps per layer needed for target: 33
needed rate drop per layer of lead: 50 %
needed relative rms spread of rates, at least: 0.50
drop per layer, own oxide diffusion: 0.34 %
drop per layer, shared diffusion, at most: 0.38 %
drop per layer, thin-oxide kinetics, at most: 4.4 %
drop per layer, sum of last two: 4.8 %
rms width with own oxide diffusion only: 5.39 layers
rms width with that summed feedback: 3.16 layers
slowdown if own depth alone held target: 1.2e+07
weak coupling kappa: 0.05 per layer
weak coupling, rms width, formula: 2.03 layers
weak coupling, rms width, simulation: 2.03 layers
weak coupling, share of clipped rates: 0.01 %
100 times deeper, weak coupling: 2.80 layers
100 times deeper, independent: 57.0 layers
strong coupling, columns simulated: 4096
strong coupling, rms width: 0.68 layers
strong coupling, rms width: 0.092 nm
strong coupling, cov(h,rate)/mean rate: -0.496 layers
same from final width and balance: -0.493 layers
strong coupling, relative rms spread of rates: 1.13
lower bound 1/(2W) at that width: 0.74
```
